\section*{An optical amplifier at transparency still adds noise}

\section{The entry in the link budget}

A link budget contains a semiconductor amplifier section whose current is set so that the mean signal leaves as strong as it entered. Its gain is entered as 0 dB. The next column asks for its noise figure, and the decision is whether to write 0 dB there too, as for a short piece of lossless waveguide. The argument for doing so is that stimulated emission and absorption cancel, so that nothing happens to the light. For the model section worked out below the calculation gives 5.6 dB; with the uncertainty of the material parameters, the safe statement is a few decibels.

Throughout, one mode means one polarization and one time slot of duration $1/B$, where $B$ is the width of the optical filter behind the section. Treating each slot as one independent mode is an idealization, whose effect is estimated in the last section. The signal-to-noise ratio (SNR) is the squared mean signal divided by the variance of the photon number in the slot, with the known mean background subtracted from the signal. The noise figure is $F=\mathrm{SNR_{in}}/\mathrm{SNR_{out}}$. Noise from the receiver electronics is not included; where it dominates, the penalty to the link is smaller than $F$.

\section{The counter-example}

\subsection{A section at transparency}

Take a section of length $L=500\ \mu\mathrm{m}$ at 300 K, with a band gap $E_g=0.770$ eV and light of wavelength 1550 nm, so $h\nu=0.7999$ eV. A transition joins a valence state of occupation $f_v$ to a conduction state of occupation $f_c$. Emission needs a full upper and an empty lower state, absorption the reverse. The coefficients per unit length are therefore
\begin{equation}
a=\Gamma\alpha_0 f_c(1-f_v),\qquad b=\Gamma\alpha_0 f_v(1-f_c),
\end{equation}
where $\alpha_0$ is the absorption with empty bands and $\Gamma$ the fraction of the mode in the active layer. Scattering loss is left out for now. Each band has its own Fermi level, and $\Delta\mu$ is their separation. Since $(1-f)/f=\exp[(E-\mu)/kT]$ for each band,
\begin{equation}
\frac ba=\frac{1-f_c}{f_c}\,\frac{f_v}{1-f_v}
=\exp\!\left(\frac{h\nu-\Delta\mu}{kT}\right).
\label{ratio}
\end{equation}
Transparency, $a=b$, thus means $\Delta\mu=h\nu$, and then $f_c=f_v=f$.

Charge neutrality fixes $f$. Counting plane-wave states with two spins in a parabolic band of mass $m$ gives the carrier density
\begin{equation}
\rho=2\left(\frac{m kT}{2\pi\hbar^2}\right)^{3/2}\frac{2}{\sqrt\pi}
\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},
\end{equation}
with $\eta kT$ the Fermi level measured from the band edge into the band. The active layer is taken as undoped, so electrons ($0.045$ electron masses) and holes ($0.45$) must have equal $\rho$, while $(\eta_e+\eta_h)kT=\Delta\mu-E_g=29.9$ meV. The numerical solution is $\rho=1.09\times10^{18}\ \mathrm{cm^{-3}}$, with levels at $78.6$ and $-48.7$ meV.

The photon's excess energy of 29.9 meV is shared between an electron and a hole of equal wave number, hence in inverse proportion to their masses. The electron receives $29.9\times0.45/0.495=27.2$ meV, and
\begin{equation}
f=\frac{1}{1+\exp[(27.2-78.6)/25.85]}=0.880,\qquad f(1-f)=0.106 .
\end{equation}
The empty-band absorption $\alpha_0$ is taken as $5000\ \mathrm{cm^{-1}}$ at 30 meV above the gap and proportional to the square root of the excess energy, like the density of states. With $\Gamma=0.05$ this gives $\Gamma\alpha_0=250\sqrt{29.9/30}=249.6\ \mathrm{cm^{-1}}$, so $a=b=26.4\ \mathrm{cm^{-1}}$. The zero net gain is the difference of two large coefficients.

\subsection{Dark input}

Let emission into a mode holding $n$ photons occur at the rate $an+s$ per unit length, where $s$ is the spontaneous part. Thermal equilibrium fixes $s$. There $\Delta\mu=0$, and the mean photon number is steady when $a\langle n\rangle+s=b\langle n\rangle$. By (\ref{ratio}),
\begin{equation}
\langle n\rangle=\frac{s}{b-a}=\frac{s/a}{e^{h\nu/kT}-1}.
\end{equation}
This must be Planck's mean number, so $s=a$. Pumping changes $s$ and $a$ by the same factor $f_c(1-f_v)$, so the equality persists. The rates are
\begin{equation}
n\to n+1:\ a(n+1),\qquad n\to n-1:\ bn .
\label{rates}
\end{equation}

For $a=b$ the mean obeys $d\langle n\rangle/dz=a(\langle n\rangle+1)-a\langle n\rangle=a$. With no light at the input, the output holds
\begin{equation}
N=aL=26.4\ \mathrm{cm^{-1}}\times0.05\ \mathrm{cm}=1.32
\end{equation}
photons per mode. A filter of $B=12.5$ GHz passes $B$ such modes per second, so the added power is $Nh\nu B=2.1$ nW ($-56.7$ dBm) in the selected polarization. A lossless empty guide would give nothing. Over the whole emission band the same section sends out $2.2\ \mu$W forward in this polarization, which is one reason for the filter.

\subsection{With a signal}

Now send in coherent light, whose photon number has a Poisson distribution with mean and variance $n_0$. For any function $h(n)$, the rates (\ref{rates}) give
\begin{equation}
\frac{d\langle h\rangle}{dz}=\big\langle a(n+1)[h(n+1)-h(n)]+bn[h(n-1)-h(n)]\big\rangle .
\label{evol}
\end{equation}
Put $h=n^2$ and $a=b$. The brackets are $2n+1$ and $-2n+1$, so
\begin{equation}
\frac{d\langle n^2\rangle}{dz}=a\langle(2n^2+3n+1)+(n-2n^2)\rangle=a(4\langle n\rangle+1).
\end{equation}
Subtracting $d\langle n\rangle^2/dz=2a\langle n\rangle$ leaves
\begin{equation}
\frac{d\,\mathrm{Var}}{dz}=a(2\langle n\rangle+1).
\label{var}
\end{equation}
With $\langle n\rangle=n_0+az$, integration from $0$ to $L$ gives
\begin{equation}
\mathrm{Var_{out}}=n_0+2Nn_0+N^2+N .
\label{varout}
\end{equation}

A signal of $10\ \mu$W carries $n_0=6242$ photons per 80 ps slot. The variance grows from 6242 to $6242+16484+3$. The rms noise rises from 79 to 151 photons, or from 1.27\% to 2.42\% of the signal. Since the mean signal is unchanged, $F$ is the ratio of the variances:
\begin{equation}
F=1+2N+\frac{N+N^2}{n_0}=3.64,
\end{equation}
which is 5.6 dB. The background of 1.32 photons is negligible beside 6242, yet the noise has nearly doubled.

\section{Where the cancellation argument fails}

The right side of (\ref{var}) is the total rate of events: stimulated emissions $a\langle n\rangle$, absorptions $a\langle n\rangle$ and spontaneous emissions $a$. At transparency the added variance therefore equals the mean number of events. Stimulated emissions and absorptions cancel in the mean, but each adds to the spread, as in a random walk.

A weak signal makes the count visible. For $n_0=4$ and the same $N$, the mean number of stimulated emissions is
\begin{equation}
a\int_0^L(n_0+az)\,dz=Nn_0+\tfrac12N^2=6.15 .
\end{equation}
There are as many absorptions, and $1.32$ spontaneous emissions. The sum is $13.63$, and $4+13.63=17.63$ is the variance from (\ref{varout}). A random simulation of $10^5$ passages gave 6.16, 6.17 and 1.32 events and a variance of $17.80\pm0.11$, which lies 1.6 standard errors from the formula.

It is instructive to switch terms off in the equations, although no medium allows it. With stimulated events alone the mean stays at 4, and (\ref{var}) loses its last term, so the variance is $n_0+2Nn_0=14.56$. With spontaneous emission alone, independent photons join a Poisson stream, and mean and variance are both $n_0+N=5.32$. The two excesses, $10.56$ and $1.32$, fall short of the full $13.63$ by $N^2=1.74$, because spontaneous photons also undergo stimulated events on their way out.

So spontaneous emission accounts for the rise of the mean. In this particle description, the part of the noise that grows with the signal comes from the stimulated events themselves.

\section{The general statement}

Let $a$ and $b$ be constant along the section and independent of the light, with $b$ now including every process that removes photons, scattering loss among them. Define
\begin{equation}
g=a-b,\qquad G=e^{gL},\qquad N=\frac{a}{g}(G-1),
\end{equation}
with $N=aL$ for $g=0$. For coherent input of mean $n_0$, the output distribution is given by
\begin{equation}
Q(s)\equiv\langle(1-s)^n\rangle=\frac{1}{1+Ns}\exp\!\left(-\frac{Gn_0s}{1+Ns}\right),
\label{Q}
\end{equation}
and hence
\begin{equation}
\langle n\rangle=Gn_0+N,\qquad \mathrm{Var}=Gn_0+N+2Gn_0N+N^2 .
\label{general}
\end{equation}
At net transparency, $G=1$, the section is noiseless if and only if $a=0$.

\subsection{Proof}

Put $h(n)=(1-s)^n$ in (\ref{evol}). The two brackets are $-s(1-s)^n$ and $s(1-s)^{n-1}$. Since $\partial_sQ=-\langle n(1-s)^{n-1}\rangle$, the removal term is $-bs\,\partial_sQ$, and the emission term is
\begin{equation}
-as\langle(n+1)(1-s)^n\rangle=as(1-s)\,\partial_sQ-asQ .
\end{equation}
Together,
\begin{equation}
\partial_zQ=s(g-as)\,\partial_sQ-asQ .
\label{pde}
\end{equation}
Along the curves $ds/dz=-s(g-as)$ this is an ordinary linear equation, so the input fixes one solution. It remains to check (\ref{Q}), with $L$ replaced by $z$. Then $\partial_zG=gG$ and $\partial_zN=aG=gN+a$. Write $D=1+Ns$, so that $\ln Q=-Gn_0s/D-\ln D$. Differentiation gives
\begin{align}
\partial_s\ln Q&=-\frac{Gn_0}{D^2}-\frac ND,\\
\partial_z\ln Q&=\frac{Gn_0s}{D^2}\big[-gD+(gN+a)s\big]-\frac{(gN+a)s}{D}\nonumber\\
&=-\frac{Gn_0s(g-as)}{D^2}-\frac{(gN+a)s}{D}.
\end{align}
Equation (\ref{pde}) divided by $Q$ requires $\partial_z\ln Q=s(g-as)\,\partial_s\ln Q-as$. The terms in $n_0$ agree. The others on the right are
\begin{equation}
\frac{-s(g-as)N-as(1+Ns)}{D}=-\frac{(gN+a)s}{D},
\end{equation}
as required. At $z=0$, $G=1$ and $N=0$, so $Q=e^{-n_0s}$, which is the Poisson input.

For the moments, expand about $s=0$:
\begin{equation}
\ln Q=-(Gn_0+N)s+\left(Gn_0N+\tfrac12N^2\right)s^2+\dots
\end{equation}
The first derivative at $s=0$ is $-\langle n\rangle$. The second is $\langle n(n-1)\rangle-\langle n\rangle^2=\mathrm{Var}-\langle n\rangle$, which equals $2Gn_0N+N^2$. This proves (\ref{general}). At $G=1$ the excess noise, $F-1=2N+(N+N^2)/n_0$, vanishes if and only if $N=aL=0$.

\subsection{Limits, and a trap}

With $\mathrm{SNR_{out}}=(Gn_0)^2/\mathrm{Var}$, a strong signal has $F\to(1+2N)/G$. A passive attenuator has $a=0$, hence $N=0$ and $F=1/G$: the light stays coherent but there is less of it. At high gain $F\to2n_{\rm sp}$, where $n_{\rm sp}=a/(a-b)$ is the inversion factor.

The added number is often written $N=n_{\rm sp}(G-1)$. Setting $G=1$ seems to give zero, but $n_{\rm sp}$ diverges at the same point. For small $gL$, $G-1\approx gL$, and the product tends to $(a/g)\,gL=aL$. With the photon energy held fixed and the pump lowered towards transparency, the example gives:
\begin{center}
\begin{tabular}{cccc}
$\Delta\mu-h\nu$ (meV) & $n_{\rm sp}$ & $G-1$ & product\\
10 & 3.12 & 0.619 & 1.93\\
1 & 26.4 & 0.0521 & 1.37\\
0.01 & 2586 & 0.00051 & 1.32
\end{tabular}
\end{center}

\subsection{The same noise seen as a beat}

Suppose a fixed field of intensity $A^2=Gn_0$, in photons per mode, is joined by a random field $u+iv$, where $u$ and $v$ are independent Gaussian variables of variance $N/2$. Let photons be counted with a Poisson distribution at the intensity $I=(A+u)^2+v^2$. Then $Q=\langle e^{-sI}\rangle$. Completing the square in the average over $u$ gives
\begin{equation}
\int\frac{du}{\sqrt{\pi N}}\,e^{-u^2/N-s(A+u)^2}
=\frac{1}{\sqrt{1+Ns}}\exp\!\left(-\frac{sA^2}{1+Ns}\right).
\end{equation}
The average over $v$ is the same with $A=0$. The product is (\ref{Q}), so the two descriptions predict the same photon counts. Here the intensity contains the cross term $2Au$, of variance $4A^2N/2=2Gn_0N$. This is the beat between signal and spontaneous emission. It is the noise already attributed to random stimulated events, described in terms of fields, and must not be added a second time.

\section{The model beside a real section}

The parameters are rough values for an InGaAsP-type amplifier, and $N$ depends on them appreciably. Each change below is made alone, with the pump readjusted to transparency. A scattering loss of $10\ \mathrm{cm^{-1}}$ moves net transparency to a stronger pump and raises $N$ from 1.32 to 1.51 (6.0 dB). Heating to 350 K, with the gap falling by 0.35 meV/K, gives 1.77. A gap narrowed by 20 meV by the carriers gives 1.91, and a nonparabolic conduction band (nonparabolicity $1.18\ \mathrm{eV^{-1}}$, same $\alpha_0$) gives 1.46. Light-hole transitions (mass $0.052$), with the Fermi levels left unchanged, give 1.20 if they share the same total $\alpha_0$ with the heavy holes, and 1.74 if they come on top of it. Among the changes considered here, the largest comes from $\alpha_0$. If 5000 cm$^{-1}$ describes the unpumped crystal, it contains an enhancement by electron--hole attraction, estimated as 2.3 for a relative permittivity of 13.5, which the injected carriers screen. Losing all of it would leave $N=0.57$ and $F=3.3$ dB. Moreover, $N$ is proportional to $\Gamma$ and depends on doping, so another design needs its own calculation. The model's peak gain, about $1000\ \mathrm{cm^{-1}}$ at $2\times10^{18}\ \mathrm{cm^{-3}}$, is high, by roughly a factor of two, compared with values usually quoted for bulk material at this wavelength, so a real section of this design may well lie near the lower end of this range. For the undoped section described here, the example supports a noise figure of a few decibels, not its second digit.

A time slot is also not exactly one mode. Take a filter with sharp edges, centred on the signal, and count photons in a sharp window of duration $1/B$. A beat at frequency $xB$ partly averages out within the window, and the variance $2Nn_0$ is multiplied by
\begin{equation}
\int_{-1/2}^{1/2}\left(\frac{\sin\pi x}{\pi x}\right)^2dx=0.77 .
\end{equation}
The example then has $F\approx3.0$, or 4.8 dB. For windows much longer than $1/B$ the factor approaches 1, and the strong-signal value $1+2N$ is recovered.

The assumption that light leaves $a$ and $b$ unchanged holds well here. The signal is 1.3\% of the estimated saturation power of 0.8 mW. That estimate is $h\nu$ times an assumed mode area of $1\ \mu\mathrm{m}^2$, divided by the model's differential gain of $1.7\times10^{-15}\ \mathrm{cm^2}$ and an assumed carrier lifetime of 1 ns. At exact material transparency the light does not change the mean carrier density, but its fluctuations do disturb the carriers, and with scattering loss the material must have net gain, which the light depletes. At signals comparable with the saturation power these effects need not be small, and the formulas above cannot be relied on. Facet reflections of $10^{-4}$ cause a ripple of 0.04\%, and the gain exponent at the two filter edges is about $\pm0.001$; both are negligible here. Coupling loss at the input is not: a transmission $T$ ahead of the section leaves the light coherent but reduces $n_0$ to $Tn_0$, which multiplies the strong-signal noise figure by $1/T$.

With coupling losses entered separately in the link budget, the quantity to find for a uniform section at net transparency is $aL$, the emission coefficient times the length. The net gain does not contain it. If $a$ and $b$ vary along the section, their order matters as well. Two halves of the example pumped 20 meV above and 16 meV below transparency have $G=1$ together, and give 5.0 dB with the amplifying half first and 6.5 dB with the absorbing half first.

\section*{Computed values}
\begin{verbatim}
wavelength 1550 nm; photon energy 0.7999 eV
gap 0.770 eV; temperature 300 K
masses e, hh, lh: 0.045, 0.45, 0.052 electron masses
reference absorption 5000 /cm at 30 meV above gap
confinement 0.05; length 500 um
transparency density 1.093e+18 cm^-3
electron level above band edge 78.6 meV
hole level inside valence band -48.7 meV
common occupation f 0.8797; f(1-f) 0.1058
empty-band modal absorption 249.6 /cm
emission a 26.41 /cm; absorption b 26.41 /cm
added photons per mode N 1.320
level split - photon 10 meV: n_sp 3.12, G-1 0.61899, product 1.9296
level split - photon 1 meV: n_sp 26.36, G-1 0.05209, product 1.3728
level split - photon 0.01 meV: n_sp 2585.70, G-1 0.00051, product 1.3209
small case: input mean and variance 4.0 photons
full: mean 5.320, variance 17.627
stimulated only: mean 4.000, variance 14.563
spontaneous only: mean 5.320, variance 5.320
simulated runs 100000; variance 17.804 +- 0.114
simulated mean stimulated, absorbed, spontaneous events: 6.161, 6.166, 1.321
formula for these events: 6.153, 6.153, 1.320
largest field-picture probability error 2.2e-15
signal 10 uW; filter 12.5 GHz; slot 80 ps
signal photons per slot 6242.3
added power in filter 2.115 nW = -56.75 dBm
input rms noise 79.0 photons = 1.266 % of signal
output rms noise 150.8 photons = 2.415 % of signal
beat variance 16484; N+N^2 variance 3.06
noise figure 3.641 = 5.61 dB
scattering loss 10 /cm: N 1.509, density 1.224e+18 cm^-3
  noise figure with this loss 6.04 dB
at 350 K with gap shift: N 1.771
gap shrinkage 20 meV: N 1.912
with light-hole transitions: N 1.200
Coulomb enhancement 2.32; if all lost: N 0.569
  noise figure if all lost 3.30 dB
mode area 1 um^2; carrier lifetime 1 ns
differential gain 1.67e-15 cm^2; saturation power 0.77 mW
signal/saturation power 1.30e-02
unfiltered forward added power 2.164 uW (one polarization)
  relative to saturation power 2.82e-03
facet reflectivity 1e-04: ripple 0.040 %
two-photon coefficient 60 cm/GW: loss exponent 3.0e-06
gain exponent at upper filter edge -1.32e-03
\end{verbatim}
